# Choosing supercells for the relaxation energy of a shallow strained island: verification in Python

```python
"""
Result under test: the relaxation energy of an isolated shallow strained island,
  E_inf = -C * integral d2k/(2 pi)^2 k |h_k|^2,  C = (1-nu) sigma0^2 / (2 mu),
is approached by square periodic cells of side L as
  E_L = E_inf + A3/L^3 + A5/L^5 + ...,
so that two cells give E_inf with the L^-3 image error removed.
Symbols: h = island height, h_k = its Fourier transform, sigma0 = biaxial misfit
stress, mu = shear modulus, nu = Poisson ratio, H = peak height, a and b =
semi-axes of the elliptical base. Lengths in nm, energies in eV, stresses in
eV/nm^3 inside the program. The z axis points out of the substrate (z < 0).
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import laguerre
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv

GPA = 1e9 * 1e-27 / constants.e          # one GPa in eV/nm^3
SURFACE_UNIT = 1e-18 / constants.e       # one J/m^2 (or N/m) in eV/nm^2


# ---------- elasticity of a half-space for one wavevector ----------
def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    same = np.einsum('ia,ja,ka,la->ijkl', d, d, d, d)
    return (c12 * np.einsum('ij,kl->ijkl', d, d)
            + c44 * (np.einsum('ik,jl->ijkl', d, d)
                     + np.einsum('il,jk->ijkl', d, d))
            + (c11 - c12 - 2 * c44) * same)


def ritz_response(tensor, angle, size=12):
    """Surface displacement per traction at k=1, by energy minimization."""
    t, weight = laguerre.laggauss(size + 4)
    value = laguerre.lagvander(t, size - 1)
    slope = np.array([laguerre.lagval(t, laguerre.lagder(row))
                      for row in np.eye(size)]).T
    dz = value - 2 * slope
    grad = np.array([1j * np.cos(angle) * value,
                     1j * np.sin(angle) * value, dz + 0j])
    stiffness = np.einsum('q,jqn,ijkl,lqm->inkm', weight / 2, grad.conj(),
                          tensor, grad, optimize=True)
    stiffness = stiffness.reshape(3 * size, 3 * size)
    surface = np.kron(np.eye(3), np.ones((size, 1)))
    return surface.T @ np.linalg.solve(stiffness, surface.astype(complex))


def longitudinal(tensor, angle, size=12):
    m = np.array([np.cos(angle), np.sin(angle), 0.0])
    return (m @ ritz_response(tensor, angle, size) @ m).real


# ---------- periodic Fourier elasticity ----------
def wavevectors(n, length):
    k = 2 * np.pi * np.fft.fftfreq(n, length / n)
    return np.meshgrid(k, k, indexing='ij')


def periodic_energy(height, length, stress, response):
    n = len(height)
    hk = np.fft.fft2(height) * (length / n)**2
    kx, ky = wavevectors(n, length)
    kernel = np.hypot(kx, ky) * response(np.arctan2(ky, kx))
    return -0.5 * stress**2 * np.sum(kernel * abs(hk)**2) / length**2


def third_order_energy(height, length, stress, shear, poisson):
    n = len(height)
    hk = np.fft.fft2(height)
    kx, ky = wavevectors(n, length)
    k = np.hypot(kx, ky)
    k[0, 0] = 1.0

    def field(factor):
        return np.fft.ifft2(factor * hk).real
    scale = -(1 - poisson) * stress / shear
    exx, eyy, exy = [scale * field(p / k) for p in (kx * kx, ky * ky, kx * ky)]
    slope2 = field(1j * kx)**2 + field(1j * ky)**2
    density = shear * (exx**2 + eyy**2 + 2 * exy**2
                       + poisson / (1 - poisson) * (exx + eyy)**2)
    density -= (1 - poisson) * stress**2 / shear * slope2
    return np.sum(height * density) * (length / n)**2


# ---------- full boundary-value problem on a corrugated surface ----------
def corrugation(amplitude, n=16):
    x = 2 * np.pi * np.arange(n) / n
    x, y = np.meshgrid(x, x, indexing='ij')
    h = amplitude * (np.cos(x) + np.cos(x + y) + np.cos(2 * x + y))
    hx = -amplitude * (np.sin(x) + np.sin(x + y) + 2 * np.sin(2 * x + y))
    hy = -amplitude * (np.sin(x + y) + np.sin(2 * x + y))
    return x, y, h, hx, hy


def corrugated_energy(amplitude, poisson, modes=5):
    """Unit shear modulus and misfit stress; traction met at the true surface."""
    x, y, h, hx, hy = [v.ravel() for v in corrugation(amplitude)]
    lame = 2 * poisson / (1 - 2 * poisson)
    s = 1 / (1 - 2 * poisson)
    tractions, displacements = [], []
    for p in range(-modes, modes + 1):
        for q in range(-modes, modes + 1):
            if p == 0 and q == 0:
                continue
            k = np.hypot(p, q)
            cx, cy = p / k, q / k
            wave = np.exp(1j * (p * x + q * y) + k * h)
            pairs = [([-cy, cx, 0], [0, 0, 0]),
                     ([1j * cx, 1j * cy, 1], [0, 0, 0]),
                     ([-1j * (1 + s / 2) * cx, -1j * (1 + s / 2) * cy, 0],
                      [-0.5j * s * k * cx, -0.5j * s * k * cy, -0.5 * s * k])]
            for const, linear in pairs:
                const = np.array(const, complex)[:, None]
                linear = np.array(linear, complex)[:, None]
                u = (const + linear * h) * wave
                grad = np.stack([1j * p * u, 1j * q * u,
                                 k * u + linear * wave], axis=1)
                sigma = grad + grad.transpose(1, 0, 2)
                trace = grad[0, 0] + grad[1, 1] + grad[2, 2]
                for i in range(3):
                    sigma[i, i] += lame * trace
                force = -sigma[:, 0] * hx - sigma[:, 1] * hy + sigma[:, 2]
                tractions.append(force.ravel())
                displacements.append(u)
    load = np.concatenate([hx, hy, 0 * hx]).astype(complex)
    coef = np.linalg.lstsq(np.array(tractions).T, load, rcond=None)[0]
    u = np.einsum('m,mip->ip', coef, np.array(displacements)).real
    return -0.5 * np.mean(hx * u[0] + hy * u[1]) * (2 * np.pi)**2


# ---------- island shape and isolated reference ----------
def island(x, y, H, a, b):
    return H * np.clip(1 - (x / a)**2 - (y / b)**2, 0, None)**2


def island_slope(x, y, H, a, b):
    factor = -4 * H * np.clip(1 - (x / a)**2 - (y / b)**2, 0, None)
    return factor * x / a**2, factor * y / b**2


def cell_grid(length, spacing):
    n = int(round(length / spacing))
    x = (np.arange(n) - n // 2) * spacing
    return np.meshgrid(x, x, indexing='ij')


def isolated_energy(H, a, b, stress, response):
    phi = 2 * np.pi * np.arange(720) / 720
    px, py = np.cos(phi) / a, np.sin(phi) / b
    angular = 2 * np.pi * np.mean(np.hypot(px, py)
                                  * response(np.arctan2(py, px)))
    radial = 32 / (2835 * np.pi)
    return -0.5 * stress**2 * 64 * H**2 * a * b * radial * angular


def point_force_energy(H, a, b, stress, shear, poisson):
    """Double integral of surface loads with the real-space point-force law."""
    gx = np.arange(-a, a + 0.5, 1.0)
    gy = np.arange(-b, b + 0.5, 1.0)
    x, y = np.meshgrid(gx, gy, indexing='ij')
    fx, fy = island_slope(x, y, H, a, b)
    node, weight = np.polynomial.legendre.leggauss(32)
    total, n_angle = 0.0, 16
    for s, w in zip(a * (node + 1), a * weight):
        for angle in np.pi * np.arange(n_angle) / n_angle:
            c, d = np.cos(angle), np.sin(angle)
            ox, oy = island_slope(x + s * c, y + s * d, H, a, b)
            dot = np.sum(fx * ox + fy * oy)
            along = np.sum((fx * c + fy * d) * (ox * c + oy * d))
            total += w * ((1 - poisson) * dot + poisson * along)
    total *= 2 * np.pi / n_angle
    return -0.5 * stress**2 * total / (2 * np.pi * shear)


def lattice_sum(power):
    z = mp.mpf(power) / 2
    beta = (mp.zeta(z, mp.mpf(1) / 4) - mp.zeta(z, mp.mpf(3) / 4)) / 4**z
    return float(4 * mp.zeta(z) * beta)


def extrapolate(L1, E1, L2, E2):
    return (L2**3 * E2 - L1**3 * E1) / (L2**3 - L1**3)


# ---------- inputs: rough SrTiO3 constants, chosen island ----------
c11, c12, c44 = 320.0, 100.0, 120.0
misfit = -0.01
H, a, b = 2.0, 40.0, 30.0
spacing = 1.0
cells = [120.0, 160.0, 240.0, 320.0]

shear_gpa = (c11 - c12 + 3 * c44) / 5
bulk_gpa = (c11 + 2 * c12) / 3
nu = (3 * bulk_gpa - 2 * shear_gpa) / (2 * (3 * bulk_gpa + shear_gpa))
mu = shear_gpa * GPA
sigma0 = 2 * mu * (1 + nu) / (1 - nu) * misfit
C = (1 - nu) * sigma0**2 / (2 * mu)


def isotropic(angle):
    return (1 - nu) / mu + 0 * angle


# Half-space response against direct energy minimization.
lame_mu = 2 * mu * nu / (1 - 2 * nu)
iso_tensor = cubic_tensor(lame_mu + 2 * mu, lame_mu, mu)
green = ritz_response(iso_tensor, 0.0)
assert abs(green[0, 0] * mu / (1 - nu) - 1) < 1e-8
assert abs(green[2, 0] - 1j * (1 - 2 * nu) / (2 * mu)) < 1e-8 / mu

# Second- and third-order energies against the finite-height solution.
amp, nu_test = 0.01, 0.3
up, down = corrugated_energy(amp, nu_test), corrugated_energy(-amp, nu_test)
wavy = corrugation(amp)[2]
second = periodic_energy(wavy, 2 * np.pi, 1.0, lambda t: 1 - nu_test + 0 * t)
third = third_order_energy(wavy, 2 * np.pi, 1.0, 1.0, nu_test)
second_ratio = (up + down) / 2 / second
third_ratio = (up - down) / 2 / third
assert abs(second_ratio - 1) < 5e-3      # remainder is of relative order amp^2
assert abs(third_ratio - 1) < 1e-2

# Isolated energy: radial integral, and the real-space point-force road.
radial_numeric = quad(lambda q: jv(3, q)**2 / q**4, 0, 200, limit=500)[0]
assert abs(radial_numeric * 2835 * np.pi / 32 - 1) < 1e-6
E_inf = isolated_energy(H, a, b, sigma0, isotropic)
E_direct = point_force_energy(H, a, b, sigma0, mu, nu)
assert abs(E_direct / E_inf - 1) < 1e-3  # quadrature across the island edge

# Lattice sums against explicit summation in a disc plus the continuum tail.
S3, S5 = lattice_sum(3), lattice_sum(5)
n = np.arange(-400, 401)
r = np.hypot(*np.meshgrid(n, n))
r = r[(r > 0) & (r <= 400)]
assert abs(np.sum(r**-3.0) + 2 * np.pi / 400 - S3) < 1e-4
assert abs(np.sum(r**-5.0) + 2 * np.pi / (3 * 400**3) - S5) < 1e-6

# Periodic energies and their image errors.
volume = np.pi * a * b * H / 3
second_moment = volume * (a**2 + b**2) / 8
x, y = cell_grid(cells[-1], spacing)
h_big = island(x, y, H, a, b)
assert abs(np.sum(h_big) * spacing**2 / volume - 1) < 1e-4
assert abs(np.sum((x**2 + y**2) * h_big) * spacing**2 / second_moment - 1) < 1e-4
A3 = C * volume**2 * S3 / (2 * np.pi)
A5 = 9 * C * volume * second_moment * S5 / (4 * np.pi)
E = {}
for L in cells:
    x, y = cell_grid(L, spacing)
    E[L] = periodic_energy(island(x, y, H, a, b), L, sigma0, isotropic)
for L in cells[1:]:
    assert abs((E[L] - E_inf) / (A3 / L**3 + A5 / L**5) - 1) < 0.01
exponent = np.log((E[160.0] - E_inf) / (E[320.0] - E_inf)) / np.log(2)
assert abs(exponent - 3) < 0.1

x, y = cell_grid(160.0, spacing / 2)
grid_change = periodic_energy(island(x, y, H, a, b), 160.0, sigma0,
                              isotropic) - E[160.0]
assert abs(grid_change) < 1e-4

pairs = list(zip(cells[:-1], cells[1:]))
E_ext = [extrapolate(p, E[p], q, E[q]) for p, q in pairs]
p, q = pairs[-1]
residual = E_ext[-1] - E_inf
residual_predicted = -A5 * (p**-2 - q**-2) / (q**3 - p**3)
assert abs(residual / residual_predicted - 1) < 0.15  # next order and grid
assert abs(residual) < 0.05 * abs(E[q] - E_inf)
three = np.array(cells[1:])
E_three = np.linalg.solve(np.stack([three**0, three**-3, three**-5], axis=1),
                          np.array([E[L] for L in three]))[0]
assert abs(E_three - E_inf) < abs(residual)

# An island without inversion symmetry: same two image coefficients.
odd_energy = {}
for L in (160.0, 320.0):
    x, y = cell_grid(L, spacing)
    h_odd = island(x, y, H, a, b) + island(x - 22, y - 10, 2 * H, 15, 15)
    odd_energy[L] = periodic_energy(h_odd, L, sigma0, isotropic)
v_odd = np.sum(h_odd) * spacing**2
xc, yc = np.sum(x * h_odd) / np.sum(h_odd), np.sum(y * h_odd) / np.sum(h_odd)
m_odd = np.sum(((x - xc)**2 + (y - yc)**2) * h_odd) * spacing**2
lead = C * v_odd**2 * S3 / (2 * np.pi) * (160.0**-3 - 320.0**-3)
following = (9 * C * v_odd * m_odd * S5 / (4 * np.pi)
             * (160.0**-5 - 320.0**-5))
odd_shift = odd_energy[160.0] - odd_energy[320.0]
assert abs(odd_shift / (lead + following) - 1) < 0.01
assert abs(odd_shift - lead - following) < 0.3 * abs(odd_shift - lead)

# Cubic substrate: angular kernel, its isolated limit and extrapolation.
tensor = cubic_tensor(c11, c12, c44) * GPA
samples = np.array([longitudinal(tensor, t) for t in np.pi / 2 * np.arange(8) / 8])
assert abs(longitudinal(tensor, 0.3, 16) / longitudinal(tensor, 0.3) - 1) < 1e-6
harmonics = np.fft.fft(samples).real / 8


def cubic_response(angle):
    return harmonics[0] + 2 * sum(harmonics[m] * np.cos(4 * m * angle)
                                  for m in (1, 2, 3))


assert abs(cubic_response(0.3) / longitudinal(tensor, 0.3) - 1) < 1e-5
sigma_cubic = (c11 + c12 - 2 * c12**2 / c11) * GPA * misfit
E_cubic = isolated_energy(H, a, b, sigma_cubic, cubic_response)
E_cell = {}
for L in cells[1:]:
    x, y = cell_grid(L, spacing)
    E_cell[L] = periodic_energy(island(x, y, H, a, b), L, sigma_cubic,
                                cubic_response)
cubic_exponent = np.log((E_cell[160.0] - E_cubic)
                        / (E_cell[320.0] - E_cubic)) / np.log(2)
cubic_ext = extrapolate(p, E_cell[p], q, E_cell[q])
assert abs(cubic_exponent - 3) < 0.1
assert abs(cubic_ext / E_cubic - 1) < 1e-4

# Sizes of neglected effects; the inputs here are rough.
E_third = third_order_energy(h_big, cells[-1], sigma0, mu, nu)
x, y = cell_grid(cells[-1], spacing)
sx, sy = island_slope(x, y, H, a, b)
slope_integral = np.sum(sx**2 + sy**2) * spacing**2
max_slope = np.max(np.hypot(sx, sy))
surface_density = 1.0
area_cost = 0.5 * surface_density * SURFACE_UNIT * slope_integral
stress_effect = ((1 - 2 * nu) * abs(sigma0) * surface_density * SURFACE_UNIT
                 / (2 * mu) * slope_integral)
expansion_difference, heating = 1e-6, 700.0
thermal = (1 + expansion_difference * heating / abs(misfit))**2 - 1
stiffer = 1 / 1.1 - 1
burgers = 0.39


def dislocation_balance(t):
    return t - burgers * (np.log(t / burgers) + 1) / (
        8 * np.pi * (1 + nu) * abs(misfit))


critical = brentq(dislocation_balance, 2 * burgers, 100.0)
assert H < critical
stored = abs(sigma0 * misfit) * volume * 1.0

print(f"Rough C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Cubic anisotropy 2C44/(C11-C12): {2*c44/(c11-c12):.3f}")
print(f"Averaged shear modulus: {shear_gpa:.1f} GPa")
print(f"Averaged Poisson ratio: {nu:.4f}")
print(f"Misfit strain: {100*misfit:.1f} %")
print(f"Misfit stress sigma0: {sigma0/GPA:.3f} GPa")
print(f"Energy prefactor C: {C:.5f} eV/nm^3")
print(f"Height H, semi-axes a, b: {H:.1f}, {a:.0f}, {b:.0f} nm")
print(f"Grid spacing: {spacing:.1f} nm")
print(f"Volume: {volume:.1f} nm^3; maximum slope: {max_slope:.4f}")
print(f"Second moment M2: {second_moment:.4e} nm^5")
print(f"Unrelaxed island strain energy: {stored:.2f} eV")
print(f"Lattice sums S3, S5: {S3:.6f}, {S5:.6f}")
print(f"A3: {A3:.5e} eV nm^3; A5: {A5:.5e} eV nm^5")
for L in cells:
    print(f"L={L:.0f} nm: E_L={E[L]:.5f} eV, error={E[L]-E_inf:.5f} eV")
for (p, q), value in zip(pairs, E_ext):
    print(f"Cells {p:.0f},{q:.0f} nm: E_ext={value:.5f} eV, "
          f"error={value-E_inf:.5f} eV")
print(f"Predicted last-pair error: {residual_predicted:.5f} eV")
print(f"Three-cell value (L^-3, L^-5 removed): {E_three:.5f} eV")
print(f"Isolated closed-form energy: {E_inf:.5f} eV")
print(f"Isolated energy, last pair: {E_ext[-1]*constants.e*1e18:.4f} aJ")
print(f"Isolated point-force quadrature: {E_direct:.4f} eV")
print(f"Relaxed fraction of strain energy: {100*abs(E_inf)/stored:.2f} %")
print(f"Image-error exponent, 160 to 320 nm: {exponent:.4f}")
print(f"Change on halving grid, L=160 nm: {grid_change:.2e} eV")
print(f"Finite-height/second-order energy: {second_ratio:.5f}")
print(f"Finite-height/third-order energy: {third_ratio:.5f}")
print(f"Asymmetric shift, 160 minus 320 nm: {odd_shift:.5f} eV")
print(f"Its L^-3 part: {lead:.5f} eV; with L^-5: {lead+following:.5f} eV")
print(f"Cubic isolated energy: {E_cubic:.4f} eV")
print(f"Cubic extrapolated energy: {cubic_ext:.4f} eV")
print(f"Cubic image-error exponent: {cubic_exponent:.4f}")
print(f"Cubic versus isotropic energy: {100*(E_cubic/E_inf-1):.2f} %")
print(f"Third-order slope energy: {E_third:.3f} eV "
      f"({100*E_third/E_inf:.2f} % of E_inf)")
print(f"Energy change, 10 % stiffer substrate: {100*stiffer:.1f} %")
print(f"Rough expansion difference: {expansion_difference:.1e} 1/K")
print(f"Heating: {heating:.0f} K; energy change if misfit grows: "
      f"{100*thermal:.1f} %")
print(f"Rough surface energy and stress: {surface_density:.1f} J/m^2, N/m")
print(f"Surface-area cost: {area_cost:.2f} eV")
print(f"Surface-stress cross-energy size: {stress_effect:.3f} eV")
print(f"Rough Burgers length: {burgers:.2f} nm")
print(f"Rough dislocation threshold thickness: {critical:.2f} nm")
print("OK")
```

Running it gives:

```
Rough C11, C12, C44: 320, 100, 120 GPa
Cubic anisotropy 2C44/(C11-C12): 1.091
Averaged shear modulus: 116.0 GPa
Averaged Poisson ratio: 0.2264
Misfit strain: -1.0 %
Misfit stress sigma0: -3.678 GPa
Energy prefactor C: 0.28154 eV/nm^3
Height H, semi-axes a, b: 2.0, 40, 30 nm
Grid spacing: 1.0 nm
Volume: 2513.3 nm^3; maximum slope: 0.1026
Second moment M2: 7.8540e+05 nm^5
Unrelaxed island strain energy: 576.96 eV
Lattice sums S3, S5: 9.033622, 5.090258
A3: 2.55686e+06 eV nm^3; A5: 2.02603e+09 eV nm^5
L=120 nm: E_L=-55.66563 eV, error=1.57343 eV
L=160 nm: E_L=-56.59394 eV, error=0.64512 eV
L=240 nm: E_L=-57.05141 eV, error=0.18765 eV
L=320 nm: E_L=-57.16035 eV, error=0.07871 eV
Cells 120,160 nm: E_ext=-57.27135 eV, error=-0.03229 eV
Cells 160,240 nm: E_ext=-57.24402 eV, error=-0.00497 eV
Cells 240,320 nm: E_ext=-57.23984 eV, error=-0.00079 eV
Predicted last-pair error: -0.00081 eV
Three-cell value (L^-3, L^-5 removed): -57.23893 eV
Isolated closed-form energy: -57.23906 eV
Isolated energy, last pair: -9.1708 aJ
Isolated point-force quadrature: -57.2362 eV
Relaxed fraction of strain energy: 9.92 %
Image-error exponent, 160 to 320 nm: 3.0349
Change on halving grid, L=160 nm: -6.27e-05 eV
Finite-height/second-order energy: 0.99940
Finite-height/third-order energy: 0.99861
Asymmetric shift, 160 minus 320 nm: 1.07711 eV
Its L^-3 part: 1.03267 eV; with L^-5: 1.07327 eV
Cubic isolated energy: -54.1118 eV
Cubic extrapolated energy: -54.1126 eV
Cubic image-error exponent: 3.0384
Cubic versus isotropic energy: -5.46 %
Third-order slope energy: 1.305 eV (-2.28 % of E_inf)
Energy change, 10 % stiffer substrate: -9.1 %
Rough expansion difference: 1.0e-06 1/K
Heating: 700 K; energy change if misfit grows: 14.5 %
Rough surface energy and stress: 1.0 J/m^2, N/m
Surface-area cost: 54.47 eV
Surface-stress cross-energy size: 0.945 eV
Rough Burgers length: 0.39 nm
Rough dislocation threshold thickness: 4.30 nm
OK
```
